# What 2×2 Cells Can and Cannot Fix in a Lattice-Gas Fit

## Problem

Adatoms sit on a square lattice of adsorption sites with spacing $a$. Site $\mathbf r$ has occupation $n_{\mathbf r}=0$ or $1$. The energy per periodic cell, measured from the clean slab and free atoms, is modelled as

$$E=e_1N+V_1P_1+V_2P_2+V_3P_3 .$$

Here $N$ is the number of adatoms per cell, and $P_1,P_2,P_3$ are the numbers of pairs per cell at distances $a$, $\sqrt2\,a$ and $2a$. Each pair is counted once, and pairs formed with periodic images are included. A positive $V$ is a repulsion. The single-adatom energy $e_1$ belongs to an isolated adatom.

The four energies are to be found by linear regression on total energies of 2×2 cells, whose translations are $2a$ along each axis. Five structures are available:

| structure | energy per cell (eV) |
|---|---|
| one adatom | −4.94 |
| two in a row | −9.28 |
| two on a diagonal | −9.64 |
| three | −13.38 |
| full | −16.88 |

1. Write the four regression columns as sums over sites and show that two of them are proportional in every 2×2 structure.
2. Which combinations of the energies do the data determine? Find their values.
3. What does a regression routine return if it gives four numbers all the same? Can weights, more 2×2 structures or the quality of the fit help?
4. One adatom in a 3×3 cell has energy −5.00 eV. Complete the fit, and find what a wrong assumption $V_3=0$ would do at 500 K.

## Hints

**Hint 1.** Where is the site two spacings to the right of an adatom in a 2×2 cell? What is $n^2$ when $n$ is 0 or 1?

**Hint 2.** Look for a change of the four parameters that alters no energy in the table. Then use the three simplest structures to show that there is no other such change.

**Hint 3.** When many parameter sets fit equally well, a routine needs a further rule to choose one. One such rule is the smallest sum of squared parameters.

**Hint 4.** In the 3×3 cell, how far away is the nearest image of the adatom?

## Solution

### 1. The proportional columns

Let $\mathbf x$ and $\mathbf y$ be steps of length $a$ along the axes. To count each pair once, keep one of the two vectors $\mathbf d$ and $-\mathbf d$ that join its members. With sums over the sites of one cell,

$$N=\sum_{\mathbf r}n_{\mathbf r},\qquad
P_1=\sum_{\mathbf r}n_{\mathbf r}\,(n_{\mathbf r+\mathbf x}+n_{\mathbf r+\mathbf y}),$$

$$P_2=\sum_{\mathbf r}n_{\mathbf r}\,(n_{\mathbf r+\mathbf x+\mathbf y}+n_{\mathbf r+\mathbf x-\mathbf y}),\qquad
P_3=\sum_{\mathbf r}n_{\mathbf r}\,(n_{\mathbf r+2\mathbf x}+n_{\mathbf r+2\mathbf y}).$$

In a 2×2 cell, $2\mathbf x$ and $2\mathbf y$ are translations of the structure, so $n_{\mathbf r+2\mathbf x}=n_{\mathbf r+2\mathbf y}=n_{\mathbf r}$. Therefore

$$P_3=\sum_{\mathbf r}(n_{\mathbf r}^2+n_{\mathbf r}^2)=2\sum_{\mathbf r}n_{\mathbf r}=2N ,$$

because $n^2=n$ for $n=0,1$. No property of the particular occupation was used.

The factor 2 has a simple reading. Each adatom has four images of itself at distance $2a$. Each of these pairs is shared by two adatoms, which leaves two pairs per adatom. An adatom cannot be placed in such a cell without these pairs, and the pairs cannot be made without the adatom.

The proof needs just the two translations, so it also covers smaller cells repeated to fill a 2×2 cell, such as 2×1. A denser sampling of 2×2 occupations adds rows to the regression, but every new row obeys the same relation.

### 2. What the data determine

Inserting $P_3=2N$ gives

$$E=(e_1+2V_3)N+V_1P_1+V_2P_2 .$$

The first two parameters enter through the sum $s=e_1+2V_3$. The replacement

$$e_1\to e_1-2t,\qquad V_3\to V_3+t$$

changes $E$ by $-2tN+tP_3=0$ for any $t$. In the order $(e_1,V_1,V_2,V_3)$, the direction $\mathbf z=(-2,0,0,1)$ is therefore invisible.

To see that nothing else is lost, count $(N,P_1,P_2)$ for three structures. One adatom gives $(1,0,0)$. For two in a row, each adatom has neighbours at $a$ on both sides along the row, so there are two such pairs per cell: $(2,2,0)$. For two on a diagonal, each adatom has four neighbours at $\sqrt2\,a$, so there are four pairs per cell: $(2,0,4)$. Hence

$$E_{\rm one}=s,\qquad E_{\rm row}=2s+2V_1,\qquad E_{\rm diag}=2s+4V_2 ,$$

and these solve one after another:

$$s=-4.94\ \text{eV},$$

$$V_1=\tfrac12(E_{\rm row}-2s)=\tfrac12(-9.28+9.88)=0.30\ \text{eV},$$

$$V_2=\tfrac14(E_{\rm diag}-2s)=\tfrac14(-9.64+9.88)=0.06\ \text{eV}.$$

Three combinations are fixed, so the four-column matrix has rank 3. The other two structures agree. Three adatoms have $(3,4,4)$, giving $-14.82+1.20+0.24=-13.38$ eV. The full layer has $(4,8,8)$, giving $-19.76+2.40+0.48=-16.88$ eV.

Physically, $s$ is the energy per adatom of a quarter-filled layer with spacing $2a$. It equals the energy of an isolated adatom if $V_3=0$, and the 2×2 data cannot say whether that is so.

### 3. What a regression routine returns

Let $X$ be the matrix with rows $(N,P_1,P_2,P_3)$ and $\mathbf p$ the parameter vector. Since $X\mathbf z=0$, the predictions $X\mathbf p$ and $X(\mathbf p+t\mathbf z)$ are equal. Any measure of misfit that depends on the parameters through these predictions is constant along $\mathbf z$. This includes least squares with any weights, since multiplying a row by a weight leaves its product with $\mathbf z$ at zero. Noise in the energies changes the data, not $X$, and so cannot lift the degeneracy.

An example with random errors of standard deviation 2 meV added to the five energies shows this. $V_3$ is imposed and the other three parameters are refitted:

| imposed $V_3$ (eV) | fitted $e_1$ (eV) | rms residual (meV) |
|---|---|---|
| −0.10 | −4.7392 | 1.2832 |
| 0.00 | −4.9392 | 1.2832 |
| +0.10 | −5.1392 | 1.2832 |

The sum $e_1+2V_3$ is −4.9392 eV in each row. Strong attraction, no interaction and strong repulsion at $2a$ fit equally well.

**Smallest sum of squares.** A minimum-norm routine picks, among all best fits, the one with the smallest $e_1^2+V_1^2+V_2^2+V_3^2$. The data fix $V_1$ and $V_2$, so what remains is to minimize $e_1^2+V_3^2$ with $e_1=s-2V_3$:

$$\frac{d}{dV_3}\left[(s-2V_3)^2+V_3^2\right]=-4s+10V_3=0 .$$

Hence

$$V_3=\tfrac25 s=-1.976\ \text{eV},\qquad e_1=s-\tfrac45 s=\tfrac15 s=-0.988\ \text{eV}.$$

**Weak ridge penalty.** Adding $\lambda|\mathbf p|^2$ to the squared misfit leads to the same place as $\lambda\to0$. Let $\mathbf p_0$ be the minimum-norm best fit, $R_0$ its squared misfit, and $\mathbf p_\lambda$ the ridge solution with squared misfit $R_\lambda$. Since $\mathbf p_\lambda$ minimizes the penalized sum,

$$R_\lambda+\lambda|\mathbf p_\lambda|^2\le R_0+\lambda|\mathbf p_0|^2 .$$

No misfit is below $R_0$, so $|\mathbf p_\lambda|\le|\mathbf p_0|$, and $R_\lambda\to R_0$. Any limit of $\mathbf p_\lambda$ is thus a best fit no longer than $\mathbf p_0$, which is $\mathbf p_0$ itself. With $\lambda=10^{-6}$ the four numbers agree with the minimum-norm ones to the digits quoted.

**Scaled columns.** Suppose each column is first divided by its length. The $P_3$ column is twice as long as the $N$ column, so the routine now minimizes a multiple of $e_1^2+(2V_3)^2$ at fixed $e_1+2V_3=s$. Two numbers with a given sum have the smallest sum of squares when they are equal:

$$e_1=2V_3=\tfrac12 s,\qquad e_1=-2.470\ \text{eV},\qquad V_3=-1.235\ \text{eV}.$$

The same data have given two very different attractions, and the difference comes from the scaling alone. Both results share $s=-4.94$ eV, which is all that the data say about this pair of parameters. A prior with real physical content could give a sensible $V_3$, but that value would be information from the prior.

### 4. Completing the fit

Add one structure with row $\mathbf q=(N,P_1,P_2,P_3)$ from another cell. After the 2×2 data, the remaining freedom is $t\mathbf z$. The new energy removes it if and only if

$$\mathbf q\cdot\mathbf z=P_3-2N\neq0 .$$

For one adatom in a 3×3 cell the nearest image is at $3a$, so $\mathbf q=(1,0,0,0)$ and $\mathbf q\cdot\mathbf z=-2$. Within the model $E_{3\times3}=e_1$ and $E_{2\times2}=e_1+2V_3$, so

$$V_3=\frac{E_{2\times2}-E_{3\times3}}{2}=\frac{-4.94+5.00}{2}=0.03\ \text{eV},\qquad e_1=-5.00\ \text{eV}.$$

If the two energies carry independent errors $\sigma$, the error of $V_3$ is $\sqrt{2\sigma^2}/2=\sigma/\sqrt2$, or about 1.4 meV for $\sigma=2$ meV.

Had $V_3=0$ been assumed, the 2×2 fit would have predicted −4.94 eV for the 3×3 structure. That is 0.06 eV too high, although the fit to its own data was perfect. The error is $2V_3$: the repulsion from the images has been booked as weaker binding.

In a dilute layer, a pair at $2a$ has the Boltzmann weight $e^{-V_3/k_BT}$ relative to the same two adatoms far apart. At 500 K, $k_BT=0.0431$ eV and

$$e^{-0.03/0.0431}\approx0.50 .$$

The assumption $V_3=0$ gives 1 and thus overestimates this equilibrium weight by a factor of about two. The minimum-norm value is far worse: an attraction of 1.976 eV is about $46\,k_BT$, and a simulation using it would bind adatoms at this spacing for no physical reason.

## Variation A: other lattices and other cells

*How does the result change on a rectangular or a triangular lattice? Would 3×3 or 4×2 cells alone have been sufficient on the square lattice?*

**Rectangular lattice.** The two axes now have separate pair energies, $V_{3x}$ and $V_{3y}$. Each column, for instance $\sum_{\mathbf r}n_{\mathbf r}n_{\mathbf r+2\mathbf x}$, equals $N$. The 2×2 data fix $e_1+V_{3x}+V_{3y}$, and two parameters are lost instead of one.

**Triangular lattice.** There are three close-packed axes, and two steps along any of them form a translation of the 2×2 cell. The column is $3N$, and the data fix $e_1+3V_3$. There is also a second loss. Let $\mathbf a_1$ and $\mathbf a_2$ be close-packed steps at 60° to each other. The second-neighbour pairs now lie at $\sqrt3\,a$, along $\mathbf a_1+\mathbf a_2$, $2\mathbf a_2-\mathbf a_1$ and $2\mathbf a_1-\mathbf a_2$. These differ from the nearest-neighbour steps $\mathbf a_2-\mathbf a_1$, $\mathbf a_1$ and $\mathbf a_2$ by translations of the 2×2 cell. Hence $P_2=P_1$, and the data fix just the sum $V_1+V_2$.

**3×3 cells alone.** Here $3\mathbf x$ is a translation, so $n_{\mathbf r+2\mathbf x}=n_{\mathbf r-\mathbf x}$. Shifting the summation site by $\mathbf x$ gives

$$\sum_{\mathbf r}n_{\mathbf r}n_{\mathbf r-\mathbf x}=\sum_{\mathbf r}n_{\mathbf r+\mathbf x}n_{\mathbf r},$$

and likewise along $\mathbf y$. Hence $P_3=P_1$. These cells isolate $e_1$ but fix just the sum $V_1+V_3$. A larger cell is not automatically a better one; the 3×3 energy helped above because it was combined with 2×2 energies.

**4×2 cells alone.** One adatom meets its own image at $2a$ along the short side only, so its row $(N,P_1,P_2,P_3)$ is $(1,0,0,1)$. Place a second adatom at $\mathbf x$, $\mathbf x+\mathbf y$ or $2\mathbf x$ from the first, with $\mathbf x$ along the long side. The rows are

$$(2,1,0,2),\qquad(2,0,2,2),\qquad(2,0,0,4).$$

Subtracting twice the one-adatom row leaves $(0,1,0,0)$, $(0,0,2,0)$ and $(0,0,0,2)$. With the one-adatom row these are four independent rows, so all four parameters can be found.

## Variation B: longer range and three-body energies

*Suppose that pairs beyond $2a$ also interact, or that three adatoms have an extra energy. Would the 2×2 fit reveal it, and how far does the repaired $V_3$ move?*

**Pairs of any range.** In a 2×2 cell, a pair vector matters only through whether its two components, in units of $a$, are even or odd. Even–even vectors give $n_{\mathbf r}^2$, a multiple of $N$. Odd–odd vectors give a multiple of $P_2$. Vectors with one odd component give a multiple of $P_1$, because square symmetry supplies both orientations equally. Every pair interaction is therefore absorbed without residual by $N$, $P_1$ and $P_2$. A perfect 2×2 fit is no evidence that the interaction is short-ranged.

**Dipole repulsion.** Let a charge $q$ at height $d$ above a metal represent each adatom, with $\mu=qd$. A second charge at distance $r$ feels the first charge and its image of opposite sign:

$$U_{\rm dip}=\frac{q^2}{4\pi\varepsilon_0}\left[\frac1r-\frac1{\sqrt{r^2+4d^2}}\right]\simeq\frac{2\mu^2}{4\pi\varepsilon_0r^3}\qquad(d\ll r).$$

For $\mu=0.010\ e\,$nm and $r=2a=0.50$ nm the limiting form gives 2.30 meV. At a realistic height the full expression is somewhat smaller: 2.06 meV for $q=0.1\,e$ and $d=0.1$ nm. The limiting value is used below.

**Elastic repulsion.** An adatom also strains the surface. Model it by outward force pairs along both axes, each with force times arm equal to $A$. For an isotropic half-space with Young modulus $Y$ and Poisson ratio $\nu$, the standard in-plane surface response to a point force is

$$G_{ij}=\frac{1+\nu}{\pi Y}\left[(1-\nu)\frac{\delta_{ij}}r+\nu\frac{x_ix_j}{r^3}\right].$$

The force pairs displace the surface by $u_i=-A\,\partial_jG_{ij}$, summed over $j$. In two dimensions $\partial_j(x_ix_j/r^3)=3x_i/r^3-3x_i/r^3=0$, while $\partial_j(\delta_{ij}/r)=-x_i/r^3$. Thus

$$u_i=\frac{(1-\nu^2)A}{\pi Y}\frac{x_i}{r^3}.$$

At fixed forces the interaction energy is minus the work of one adatom's forces in the other's displacement, $-A\,\partial_iu_i$. With $\partial_i(x_i/r^3)=2/r^3-3/r^3=-1/r^3$,

$$U_{\rm el}=\frac{(1-\nu^2)A^2}{\pi Y r^3}.$$

For $A=2.0$ eV, $Y=150$ GPa and $\nu=0.3$ this is 9.90 meV at $2a$.

**Effect on $V_3$.** Let $V_3=30$ meV be the full pair energy at $2a$, and let the two repulsions, together $u=12.20$ meV at $2a$, continue beyond it. The sum of $1/r^3$ over a square lattice of unit spacing, without the origin, is 9.0336. In the 2×2 cell the four nearest images already belong to $V_3$; in the 3×3 cell none do. With a factor ½ for sharing each pair, the tails per adatom are

$$\tfrac12u\,(9.0336-4)=30.7\ \text{meV},\qquad
\tfrac12u\left(\tfrac23\right)^3 9.0336=16.3\ \text{meV}.$$

The repaired fit then returns $V_3=30+(30.7-16.3)/2=37.2$ meV, which is 24% above the true value. If the tail is known to fall as $1/r^3$, its strength can be fitted as a fifth parameter once a 3×3 structure with two adatoms is added. For a tail of unknown form, 2×2 and 3×3 cells are not enough. Each size fixes three combinations of the energies, and the full layer is common to both, so together they fix at most five. Further pair energies need other cells.

**Three-body energies.** A straight trio occupies $\mathbf r-\mathbf x,\mathbf r,\mathbf r+\mathbf x$. In a 2×2 cell its two ends are the same site modulo the cell, so its column equals $P_1$. A trio energy of 20 meV appears as $V_1=0.32$ instead of 0.30 eV and leaves $V_3$ alone.

A bent trio, with two neighbours at right angles, occurs in the three-adatom and full structures. If the same 20 meV is assigned to it and omitted from the fit, least squares on the six structures returns $V_3=11.5$ meV instead of 30 meV. Unlike the pair tail, this omission is visible: the 2×2 energies are missed by up to 37 meV. These numbers are for equal weights on the energies per cell. Fitting energies per adatom instead gives $V_3=21.6$ meV, so the size of the error depends on the weighting. The one-adatom difference of part 4 contains no trio of either kind. Without the pair tail it still gives 30 meV, and is the safer estimate here.

**Relation to a real surface.** The parameters are round values in the rough regime of sulfur in the fourfold hollows of an fcc(100) metal: sites about 0.25 nm apart, binding of several eV, and a strong nearest-neighbour repulsion. They do not describe a particular metal, and the sign and size of $V_3$ must be computed for each one. The dipole, force dipole and trio energies are assumptions chosen to show scale. Real fcc metals are elastically anisotropic, and this can change the sign of the elastic term. With cubic constants close to those of nickel ($C_{11},C_{12},C_{44}=247,150,124$ GPa) and the same $A$, the elastic pair energy at 0.5 nm on the (100) face is about +19 meV along the site axes ⟨110⟩ but about −3 meV along ⟨100⟩. Its contribution to the shift of $V_3$ is then about −1.5 meV instead of +5.8 meV. The sign of the tail shift, and the use of one isotropic $1/r^3$ column, therefore belong to the isotropic model. Continuum elasticity is also only a rough guide at two site spacings, and interactions carried by the metal's electrons are not sized here. For the assumed numbers, the neglected terms move $V_3$ by +7 meV (tail) or −18 meV (bent trio in the least-squares fit), so the repaired $V_3$ can be wrong by a large fraction of its value. The proportionality of the columns is unaffected, since it follows from the cell and not from the forces. The numerical output below lists the main values of the isotropic model.

## Computed values

```
site spacing a = 0.25 nm; distance 2a = 0.50 nm
input e1, V1, V2, V3 (eV): [-5.    0.3   0.06  0.03]
2x2 structures: N, P1, P2, P3 per cell; energy per cell (eV)
  one adatom     [1 0 0 2] -4.9400
  row pair       [2 2 0 4] -9.2800
  diagonal pair  [2 0 4 4] -9.6400
  three          [3 4 4 6] -13.3800
  full           [4 8 8 8] -16.8800
symmetry classes of 2x2 occupations, empty included: 6
rank of 4 columns, all 2x2 occupations: 3
rank, all 3x3: 3 ; 2x2 and 3x3 together: 4
rank, all 4x2: 4
null direction (e1,V1,V2,V3): [-2.  0.  0.  1.]
identifiable sum e1 + 2 V3 = -4.9400 eV
minimum-norm fit (eV): [-0.988  0.3    0.06  -1.976]
ridge fit, penalty 1e-6 (eV): [-0.988  0.3    0.06  -1.976]
minimum-norm fit, unit-length columns (eV): [-2.47   0.3    0.06  -1.235]
noise standard deviation = 2.0 meV
  imposed V3 = -0.10 eV: e1 = -4.7392 eV, rms residual = 1.2832 meV
  imposed V3 = +0.00 eV: e1 = -4.9392 eV, rms residual = 1.2832 meV
  imposed V3 = +0.10 eV: e1 = -5.1392 eV, rms residual = 1.2832 meV
one adatom in 3x3: true energy = -5.0000 eV
  predicted from 2x2 fit with V3 = 0: -4.9400 eV
fit with the 3x3 energy added (eV): [-5.    0.3   0.06  0.03]
temperature = 500 K; kT = 0.0431 eV
Boltzmann factor of a pair at 2a = 0.498 (1 if V3 = 0)
adatom dipole = 0.010 e nm; force dipole = 2.0 eV
Young modulus = 150 GPa; Poisson ratio = 0.3
dipole repulsion at 2a = 2.30 meV
elastic repulsion at 2a = 9.90 meV
square-lattice sum of 1/r^3 = 9.0336
tail beyond 2a, one adatom in 2x2 = 30.72 meV
tail beyond 2a, one adatom in 3x3 = 16.33 meV
2x2 fit by N, P1, P2 with tail (eV): [-4.9093  0.3449  0.0759]
  largest residual below 1e-10 eV: True
V3 from 2x2 and 3x3 with tail = 37.19 meV
trio energy assumed = 20 meV
fit with straight trio in data (eV): [-5.    0.32  0.06  0.03]
fit with bent trio in data (eV): [-5.      0.3376  0.0787  0.0115]
V3 from one-adatom difference, both trios = 30.00 meV
```
